# Self-consistency errors in total energies built from eigenvalue sums: verification in Python

```python
"""Result under test: let B[v] be the sum of occupied eigenvalues in potential v,
D[n] = E_Hx[n] - int v_Hx[n] n the double-counting term, n_out the density from v.
  naive      B[v_in] + D[n_out]                       : FIRST-order error
  stationary F[v,n] = B[v] - int (v-v_ext) n + E_Hx[n] : SECOND-order error
F with n = n_in is the Harris-Foulkes energy; with n = n_out it is the
Kohn-Sham energy functional of the output density.
System: F atom, spherical, spin-restricted, local exchange only, atomic units.
Symbols: q = electrons carried by each radial grid node (density times weight),
v = Hartree + exchange potential at the nodes, K = second derivative of E_Hx,
chi = density response to a potential, s = size of the self-consistency error.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.special import roots_jacobi, eval_legendre
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 9.0
R_MAX = 16.0
DEGREE = 64
SHELLS = ((0, (2.0, 2.0)), (1, (5.0,)))   # (l, occupations of lowest states)

# ---- radial grid: Gauss-Lobatto-Legendre nodes x mapped to 0 <= r <= R_MAX
x = np.concatenate(([-1.0], roots_jacobi(DEGREE - 1, 1, 1)[0], [1.0]))
leg = eval_legendre(DEGREE, x)
wx = 2.0 / (DEGREE * (DEGREE + 1) * leg**2)
gap = x[:, None] - x[None, :]
np.fill_diagonal(gap, 1.0)
diff = leg[:, None] / leg[None, :] / gap
np.fill_diagonal(diff, 0.0)
np.fill_diagonal(diff, -diff.sum(axis=1))
alpha = 2.0 / R_MAX
r_full = (1 + x) / (1 - x + alpha)
jac = (2 + alpha) / (1 - x + alpha)**2
r = r_full[1:-1]
weight = (wx * jac)[1:-1]
d_in = diff[:, 1:-1]
root_w = np.sqrt(weight)
kinetic = 0.5 * (d_in.T * (wx / jac)) @ d_in / np.outer(root_w, root_w)
kinetic = 0.5 * (kinetic + kinetic.T)
# Coulomb kernel 1/max(r,r') from the radial Poisson equation
coulomb = np.linalg.inv(2 * kinetic) / np.outer(root_w * r, root_w * r)
coulomb = 0.5 * (coulomb + coulomb.T) + 1.0 / R_MAX
v_ext = -Z / r


def v_exchange(q):
    density = q / (4 * np.pi * r**2 * weight)
    return -np.cbrt(3 * density / np.pi)


def v_hx(q):
    return coulomb @ q + v_exchange(q)


def e_hartree(q):
    return 0.5 * q @ coulomb @ q


def e_exchange(q):
    return 0.75 * q @ v_exchange(q)


def e_hx(q):
    return e_hartree(q) + e_exchange(q)


def double_counting(q):
    return e_hx(q) - v_hx(q) @ q


def solve(v):
    """Eigenvalue sum, output charges, kinetic energy and all states."""
    band, kin, q_out, states = 0.0, 0.0, np.zeros_like(r), []
    for l, occupations in SHELLS:
        t_l = kinetic + np.diag(l * (l + 1) / (2 * r**2))
        e, c = eigh(t_l + np.diag(v_ext + v))
        states.append((occupations, e, c))
        for i, f in enumerate(occupations):
            band += f * e[i]
            kin += f * c[:, i] @ t_l @ c[:, i]
            q_out += f * c[:, i]**2
    return band, q_out, kin, states


def stationary(band, v, q):
    return band - v @ q + e_hx(q)


def energy_from_orbitals(kin, q):
    return kin + v_ext @ q + e_hx(q)


# ---- grid checks against exact one-electron results
bare = solve(np.zeros_like(r))[3]
assert abs(bare[0][1][0] + Z**2 / 2) < 1e-6
assert abs(bare[1][1][0] + Z**2 / 8) < 1e-6
assert abs(e_hartree(bare[0][2][:, 0]**2) - 5 * Z / 16) < 1e-6

# ---- crude starting density: Slater shells with round exponents
ZETA_1, ZETA_2 = 9.0, 2.5
shell_1 = weight * r**2 * np.exp(-2 * ZETA_1 * r)
shell_2 = weight * r**4 * np.exp(-2 * ZETA_2 * r)
q_crude = 2 * shell_1 / shell_1.sum() + 7 * shell_2 / shell_2.sum()

# ---- self-consistent run with linear density mixing
MIXING = 0.3
q_in = q_crude.copy()
history = []
for iteration in range(120):
    v_in = v_hx(q_in)
    band, q_out, kin, _ = solve(v_in)
    history.append((q_in.copy(), q_out, band,
                    band + double_counting(q_out),
                    band + double_counting(q_in),
                    energy_from_orbitals(kin, q_out)))
    q_in = q_in + MIXING * (q_out - q_in)
q0 = q_in
v0 = v_hx(q0)
band0, q0_out, kin0, states0 = solve(v0)
e0 = energy_from_orbitals(kin0, q0_out)
assert np.abs(q0_out - q0).sum() < 1e-7
assert abs(e0 + kin0) < 1e-5              # virial relation, exchange only
assert abs(band0 + double_counting(q0) - e0) < 1e-7

residual = np.array([np.abs(h[1] - h[0]).sum() for h in history])
errors = np.array([h[3:6] for h in history]) - e0


# ---- linear response from a sum over states
def chi(w):
    dq = np.zeros_like(r)
    for occupations, e, c in states0:
        for i, f in enumerate(occupations):
            coupling = c.T @ (w * c[:, i])
            denominator = e[i] - e
            denominator[i] = 1.0
            coupling[i] = 0.0
            dq += 2 * f * c[:, i] * (c @ (coupling / denominator))
    return dq


def kernel(dq):
    return coulomb @ dq + v_exchange(q0) * dq / (3 * q0)


def predicted_curvature(w, g):
    """Coefficient of s^2 in F[v0 + s w, n0 + s g]."""
    return 0.5 * w @ chi(w) - w @ g + 0.5 * g @ kernel(g)


# ---- controlled input error: n_in = n0 + s (n_crude - n0)
g = q_crude - q0


def controlled(s):
    q = q0 + s * g
    v = v_hx(q)
    b, q_new, t, _ = solve(v)
    half = 0.5 * (q + q_new)
    return np.array([b + double_counting(q_new),
                     b + double_counting(q),
                     energy_from_orbitals(t, q_new),
                     b + double_counting(half),
                     stationary(b, v, half)])


# ---- unrelated errors in potential and density
w_free = r * np.exp(-r)
shape = np.exp(-r)
g_free = q0 * (shape - shape @ q0 / q0.sum())


def unrelated(s):
    v = v0 + s * w_free
    q = q0 + s * g_free
    b = solve(v)[0]
    return np.array([b + double_counting(q), stationary(b, v, q)])


def taylor(function, h=0.05):
    """Slope and s^2 coefficient at s=0 by extrapolated central differences."""
    centre = function(0.0)
    slopes, curves = [], []
    for step in (h, 2 * h):
        plus, minus = function(step), function(-step)
        slopes.append((plus - minus) / (2 * step))
        curves.append((plus + minus - 2 * centre) / (2 * step**2))
    return ((4 * slopes[0] - slopes[1]) / 3, (4 * curves[0] - curves[1]) / 3)


slope, curve = taylor(controlled)
w_g = kernel(g)
r_lin = chi(w_g) - g                       # linear residual n_out - n_in
slope_pred = -q0 @ kernel(r_lin)
harris_pred = 0.5 * w_g @ r_lin
ks_pred = predicted_curvature(w_g, chi(w_g))
half_pred = predicted_curvature(w_g, g + 0.5 * r_lin)


def agree(a, b):
    return np.isclose(a, b, rtol=3e-3, atol=2e-5)


assert abs(slope_pred) > 1e-2              # the first-order term is really there
assert agree(slope[0], slope_pred)
assert agree(slope[3], 0.5 * slope_pred)
assert np.all(np.abs(slope[[1, 2, 4]]) < 1e-4)
assert agree(curve[1], harris_pred)
assert agree(curve[2], ks_pred)
assert agree(curve[4], half_pred)

slope_u, curve_u = taylor(unrelated)
slope_u_pred = q0 @ (w_free - kernel(g_free))
curve_u_pred = predicted_curvature(w_free, g_free)
assert abs(slope_u_pred) > 1e-2
assert agree(slope_u[0], slope_u_pred)
assert abs(slope_u[1]) < 1e-4
assert agree(curve_u[1], curve_u_pred)

sizes = (0.08, 0.04, 0.02, 0.01)
table = np.array([controlled(s)[:3] - e0 for s in sizes])
ratios = table[-2] / table[-1]
assert abs(ratios[0] - 2) < 0.2
assert np.all(np.abs(ratios[1:] - 4) < 0.3)

# ---- estimate of the naive error from the residual inside the SCF run
PICK = 15
q_a, q_b, band_a = history[PICK - 1][:3]
estimate = -(coulomb @ q0 + v_exchange(q0) / 3) @ (q_b - q_a)
assert abs(errors[PICK - 1, 0] - estimate) < 0.1 * abs(estimate)

TOL = 1e-6
needed = [int(np.max(np.nonzero(np.abs(errors[:, k]) >= TOL)[0])) + 2
          for k in range(3)]
assert needed[0] > max(needed[1:])

# ---- report
print("F atom, 1s2 2s2 2p5, local exchange only")
print(f"Z = {Z:.0f}, r_max = {R_MAX:.0f} bohr, interior nodes = {len(r)}")
print(f"crude exponents = {ZETA_1:.1f}, {ZETA_2:.1f} 1/bohr; mixing = {MIXING}")
print(f"self-consistent energy E0 = {e0:.6f} Ha = {e0 * HARTREE_EV:.3f} eV")
print(f"kinetic energy = {kin0:.6f} Ha; E0 + T = {e0 + kin0:.1e} Ha")
print(f"eigenvalue sum = {band0:.6f} Ha")
print(f"Hartree energy = {e_hartree(q0):.6f} Ha")
print(f"exchange energy = {e_exchange(q0):.6f} Ha")
print(f"eigenvalues 1s, 2s, 2p = {states0[0][1][0]:.5f}, "
      f"{states0[0][1][1]:.5f}, {states0[1][1][0]:.5f} Ha")
print("Controlled error: s, naive, Harris, KS-output errors (Ha)")
for s, row in zip(sizes, table):
    print(f"  {s:.2f}  {row[0]:+.3e}  {row[1]:+.3e}  {row[2]:+.3e}")
print(f"error ratios s=0.02 to 0.01: {ratios[0]:.3f}, {ratios[1]:.3f}, "
      f"{ratios[2]:.3f}")
print("Coefficients (Ha): finite difference | linear response")
print(f"  naive, s^1:             {slope[0]:+.5f} | {slope_pred:+.5f}")
print(f"  naive, half-way n, s^1: {slope[3]:+.5f} | {0.5 * slope_pred:+.5f}")
print(f"  Harris, s^2:            {curve[1]:+.5f} | {harris_pred:+.5f}")
print(f"  KS-output, s^2:         {curve[2]:+.5f} | {ks_pred:+.5f}")
print(f"  F, half-way n, s^2:     {curve[4]:+.5f} | {half_pred:+.5f}")
print("Unrelated errors in v and n (Ha)")
print(f"  B + D[n], s^1:          {slope_u[0]:+.5f} | {slope_u_pred:+.5f}")
print(f"  F[v,n], s^2:            {curve_u[1]:+.5f} | {curve_u_pred:+.5f}")
print(f"  F[v,n], s^1 (measured): {slope_u[1]:+.1e}")
print("SCF: iteration, residual (electrons), naive, Harris, KS errors (Ha)")
for k in (1, 3, 5, 10, 15, 20, 25):
    a = errors[k - 1]
    print(f"  {k:2d} {residual[k-1]:.2e} {a[0]:+.2e} {a[1]:+.2e} {a[2]:+.2e}")
print(f"iteration 1 errors in eV: {errors[0, 0] * HARTREE_EV:+.4f}, "
      f"{errors[0, 1] * HARTREE_EV:+.4f}, {errors[0, 2] * HARTREE_EV:+.4f}")
print(f"iteration {PICK}: naive error {errors[PICK-1, 0]:+.4e} Ha, "
      f"estimate from R {estimate:+.4e} Ha")
q_a, q_b, band_a = history[0][:3]
print("Iteration 1 components (Ha)")
print(f"  eigenvalue sum = {band_a:.6f}")
print(f"  Hartree in, out = {e_hartree(q_a):.6f}, {e_hartree(q_b):.6f}")
print(f"  exchange in, out = {e_exchange(q_a):.6f}, {e_exchange(q_b):.6f}")
print(f"  int v_Hx[n_in] n_out = {v_hx(q_a) @ q_b:.6f}")
print(f"  naive, Harris, KS = {history[0][3]:.6f}, {history[0][4]:.6f}, "
      f"{history[0][5]:.6f}")
print(f"iterations to stay within {TOL:.0e} Ha: naive {needed[0]}, "
      f"Harris {needed[1]}, KS {needed[2]}")
print("OK")
```

Output:

```
F atom, 1s2 2s2 2p5, local exchange only
Z = 9, r_max = 16 bohr, interior nodes = 63
crude exponents = 9.0, 2.5 1/bohr; mixing = 0.3
self-consistent energy E0 = -98.456607 Ha = -2679.141 eV
kinetic energy = 98.456607 Ha; E0 + T = 6.4e-10 Ha
eigenvalue sum = -52.123753 Ha
Hartree energy = 49.316448 Ha
exchange energy = -8.950780 Ha
eigenvalues 1s, 2s, 2p = -24.12008, -1.03296, -0.36353 Ha
Controlled error: s, naive, Harris, KS-output errors (Ha)
  0.08  +2.461e-01  -2.917e-04  +2.408e-04
  0.04  +1.227e-01  -7.295e-05  +5.969e-05
  0.02  +6.128e-02  -1.824e-05  +1.486e-05
  0.01  +3.062e-02  -4.560e-06  +3.706e-06
error ratios s=0.02 to 0.01: 2.001, 4.000, 4.009
Coefficients (Ha): finite difference | linear response
  naive, s^1:             +3.06025 | +3.06025
  naive, half-way n, s^1: +1.53012 | +1.53012
  Harris, s^2:            -0.04561 | -0.04561
  KS-output, s^2:         +0.03698 | +0.03698
  F, half-way n, s^2:     -0.02496 | -0.02496
Unrelated errors in v and n (Ha)
  B + D[n], s^1:          -8.90023 | -8.90023
  F[v,n], s^2:            +1.67587 | +1.67587
  F[v,n], s^1 (measured): +1.2e-08
SCF: iteration, residual (electrons), naive, Harris, KS errors (Ha)
   1 1.57e+00 +3.19e+00 -4.13e-02 +4.19e-02
   3 5.38e-01 +3.34e-01 -4.09e-03 +5.44e-04
   5 2.40e-01 +8.38e-02 -8.17e-04 +7.99e-05
  10 3.41e-02 +9.44e-03 -1.53e-05 +1.45e-06
  15 5.02e-03 +1.23e-03 -2.85e-07 +2.71e-08
  20 7.63e-04 +1.54e-04 -5.28e-09 +5.21e-10
  25 1.19e-04 +1.81e-05 -9.22e-11 +1.04e-11
iteration 1 errors in eV: +86.6797, -1.1251, +1.1402
iteration 15: naive error +1.2262e-03 Ha, estimate from R +1.2259e-03 Ha
Iteration 1 components (Ha)
  eigenvalue sum = -50.669976
  Hartree in, out = 50.900716, 47.509669
  exchange in, out = -9.218213, -8.725367
  int v_Hx[n_in] n_out = 86.529032
  naive, Harris, KS = -95.271188, -98.497954, -98.414706
iterations to stay within 1e-06 Ha: naive 32, Harris 14, KS 11
OK
```
